# Comment on reading coexisting alloy compositions from free-energy minima: a program that tests the result

```python
"""Coexisting phases of a binary alloy: common tangent versus curve minima.

Result under test: at fixed temperature, pressure and atom numbers, phases
alpha and beta coexist where their free-energy curves share a tangent. The
contacts are the curve minima only when that tangent is horizontal.

x: atomic fraction of B (tin); g: free energy in meV per atom.
A phase is a tuple (a, b, w, c):
g = a(1-x) + b x + w x(1-x) + c x^2(1-x)^2 + kT[x ln x + (1-x)ln(1-x)].
c is zero except when short-range order is being sized.
All material inputs are round, rough values in the lead-tin solder regime.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve, minimize, minimize_scalar
from scipy.special import expit, logit, xlogy

MEV = const.e * 1e-3                 # joules in one meV
KB = const.k / MEV                   # meV per kelvin
T0 = 400.0                           # K
KT = KB * T0
alpha = (0.0, 20.0, 60.0, 0.0)       # fcc, lead-rich
beta = (20.0, 0.0, 120.0, 0.0)       # tetragonal, tin-rich
x_total = 0.7
A_RANGE = (1e-9, 0.9)                # bracket for the alpha branch
B_RANGE = (0.83, 1 - 1e-9)           # bracket for the beta branch


def energy(x, phase, T=T0):
    a, b, w, c = phase
    mixing = xlogy(x, x) + xlogy(1 - x, 1 - x)
    return (a * (1 - x) + b * x + w * x * (1 - x)
            + c * (x * (1 - x))**2 + KB * T * mixing)


def slope(x, phase, T=T0):
    a, b, w, c = phase
    return (b - a + w * (1 - 2 * x) + 2 * c * x * (1 - x) * (1 - 2 * x)
            + KB * T * np.log(x / (1 - x)))


def curvature(x, phase):
    return KT / (x * (1 - x)) - 2 * phase[2]     # for phases with c = 0


def at_slope(t, phase, bracket):
    return brentq(lambda x: slope(x, phase) - t, *bracket, xtol=1e-14)


def tangent(pa, pb, T=T0):
    """Contacts and slope of the common tangent."""
    def mismatch(u):
        xa, xb = expit(u)
        sa = slope(xa, pa, T)
        rise = energy(xb, pb, T) - energy(xa, pa, T)
        return [(slope(xb, pb, T) - sa) / (KB * T),
                (rise - sa * (xb - xa)) / (KB * T)]
    u = fsolve(mismatch, logit(np.array([0.1, 0.98])),
               xtol=1e-13, full_output=True)[0]
    assert np.max(np.abs(mismatch(u))) < 1e-9
    xa, xb = expit(u)
    assert 0 < xa < xb < 1
    return xa, xb, slope(xa, pa, T)


def direct_minimum(pa, pb, x0):
    """Minimize the total energy at fixed overall composition x0."""
    def split(u):
        return x0 * expit(u[0]), x0 + (1 - x0) * expit(u[1])

    def total(u):
        xa, xb = split(u)
        f = (x0 - xa) / (xb - xa)
        return (1 - f) * energy(xa, pa) + f * energy(xb, pb)
    fit = minimize(total, [-1.0, 2.0], method="Nelder-Mead",
                   options=dict(xatol=1e-9, fatol=1e-13,
                                maxiter=4000, maxfev=4000))
    return np.array(split(fit.x))


def extensive(n_a, n_b, phase):
    return (n_a + n_b) * energy(n_b / (n_a + n_b), phase)


def potentials(x, phase, h=1e-5):
    """Chemical potentials by finite differences in atom numbers."""
    mu_a = (extensive(1 - x + h, x, phase)
            - extensive(1 - x - h, x, phase)) / (2 * h)
    mu_b = (extensive(1 - x, x + h, phase)
            - extensive(1 - x, x - h, phase)) / (2 * h)
    return np.array([mu_a, mu_b])


def rezero(phase, d):
    """Raise the energy zero of pure B by d."""
    a, b, w, c = phase
    return (a, b - d, w, c)


def guess_from_minima(xa, xb):
    f = (x_total - xa) / (xb - xa)
    return f, (1 - f) * energy(xa, alpha) + f * energy(xb, beta)


# Common tangent against direct minimization and against the convex hull.
xa, xb, s = tangent(alpha, beta)
contacts = np.array([xa, xb])
for x0 in (0.4, x_total):
    assert np.allclose(direct_minimum(alpha, beta, x0), contacts, atol=2e-5)

grid = np.linspace(0, 1, 20001)
lowest = np.minimum(energy(grid, alpha), energy(grid, beta))
hull = []
for p in zip(grid, lowest):
    while len(hull) > 1:
        (x1, y1), (x2, y2) = hull[-2:]
        if (x2 - x1) * (p[1] - y1) - (y2 - y1) * (p[0] - x1) > 0:
            break
        hull.pop()
    hull.append(p)
hull_x = np.array([p[0] for p in hull])
widest = np.argmax(np.diff(hull_x))
assert np.allclose(hull_x[widest:widest + 2], contacts, atol=1.5e-4)

# Potentials are tangent intercepts and agree between coexisting phases.
mu_alpha, mu_beta = potentials(xa, alpha), potentials(xb, beta)
ga = energy(xa, alpha)
assert np.allclose(mu_alpha, [ga - xa * s, ga + (1 - xa) * s], atol=1e-4)
assert np.allclose(mu_alpha, mu_beta, atol=1e-4)

# At the minima, either species gains by moving to the lower minimum.
ma, mb = at_slope(0, alpha, A_RANGE), at_slope(0, beta, B_RANGE)
ga_min, gb_min = energy(ma, alpha), energy(mb, beta)
height = gb_min - ga_min
eps = 1e-7
start = extensive(1 - ma, ma, alpha) + extensive(1 - mb, mb, beta)
for da, db in ((eps, 0), (0, eps)):
    moved = (extensive(1 - ma + da, ma + db, alpha)
             + extensive(1 - mb - da, mb - db, beta))
    assert abs((moved - start) / eps + height) < 2e-3
assert height > 0 and s > 0 and xa > ma and xb > mb

# Height difference equals the composition gap integrated over slope.
area = quad(lambda t: at_slope(t, beta, B_RANGE)
            - at_slope(t, alpha, A_RANGE), 0, s)[0]
assert abs(area - height) < 1e-7


# The small-shift estimate has an error quadratic in the height difference.
def estimate(h):
    s_est = h / (mb - ma)
    return (s_est, ma + s_est / curvature(ma, alpha),
            mb + s_est / curvature(mb, beta))


errors = []
for h in (0.4, 0.2):
    lift = h - height
    lifted = (beta[0] + lift, beta[1] + lift, beta[2], 0.0)
    exact = np.array(tangent(alpha, lifted)[:2])
    errors.append(np.abs(exact - np.array(estimate(h)[1:])))
ratio = errors[0] / errors[1]
assert np.all((ratio > 3.5) & (ratio < 4.5))
s_est, xa_est, xb_est = estimate(height)

# A new zero for tin moves the minima but not the coexisting compositions.
alpha_fcc, beta_fcc = rezero(alpha, 20.0), rezero(beta, 20.0)
ra = at_slope(0, alpha_fcc, A_RANGE)
rb = at_slope(0, beta_fcc, B_RANGE)
assert np.allclose(direct_minimum(alpha_fcc, beta_fcc, x_total),
                   contacts, atol=2e-5)
assert abs(ra - xa) > 0.1
level = [at_slope(0, rezero(alpha, s), A_RANGE),
         at_slope(0, rezero(beta, s), B_RANGE)]
assert np.allclose(level, direct_minimum(alpha, beta, x_total), atol=2e-5)

# Symmetric gap: minima are the binodal, until the curve is tilted.
symmetric = (0.0, 0.0, 100.0, 0.0)
tilted = rezero(symmetric, -5.0)
low, high = (1e-9, 0.22), (0.78, 1 - 1e-9)
sym_min = np.array([at_slope(0, symmetric, r) for r in (low, high)])
tilt_min = np.array([at_slope(0, tilted, r) for r in (low, high)])
binodal = direct_minimum(symmetric, symmetric, 0.4)
tilt_binodal = direct_minimum(tilted, tilted, 0.4)
assert np.allclose(sym_min, binodal, atol=2e-5)
assert np.allclose(tilt_binodal, binodal, atol=2e-5)
assert np.all(np.abs(tilt_min - tilt_binodal) > 0.005)

# Phase amounts and energy cost of using the minima.
f_true, g_true = guess_from_minima(xa, xb)
f_min, g_min = guess_from_minima(ma, mb)
f_ref, g_ref = guess_from_minima(ra, rb)
assert g_true < g_min < g_ref


# Short-range order: leading correction checked by a pair approximation.
def order_coefficient(w, z):
    return -w**2 / (z * KT)


def pair_energy(x, w, z):
    def free(y):                     # y: probability of an ordered AB pair
        pairs = (2 * xlogy(y, y) + xlogy(x - y, x - y)
                 + xlogy(1 - x - y, 1 - x - y))
        sites = xlogy(x, x) + xlogy(1 - x, 1 - x)
        return w * y + KT * (z / 2 * pairs - (z - 1) * sites)
    return minimize_scalar(free, bounds=(1e-9, min(x, 1 - x) - 1e-9),
                           method="bounded", options=dict(xatol=1e-10)).fun


weak = pair_energy(0.3, 6.0, 12) - energy(0.3, (0, 0, 6.0, 0))
assert abs(weak / (order_coefficient(6.0, 12) * 0.21**2) - 1) < 0.03
ordered = (0.0, 20.0, 60.0, order_coefficient(60.0, 12))
shift_order = tangent(ordered, beta)[0] - xa
shift_w = tangent((0.0, 20.0, 65.0, 0.0), beta)[0] - xa
xa_300, xb_300, _ = tangent(alpha, beta, 300.0)

# Curvature of a beta particle: derivative of surface energy per added atom.
gamma, radius = 0.1, 1e-6            # J/m^2, m
vol_pb, vol_sn = 0.030e-27, 0.027e-27  # m^3 per atom
curved = 2 * gamma * vol_sn / radius / MEV


def surface(volume):
    return gamma * 4 * np.pi * (3 * volume / (4 * np.pi))**(2 / 3)


v0 = 4 * np.pi * radius**3 / 3
dv = 1e-4 * v0
numeric = (surface(v0 + dv) - surface(v0 - dv)) / (2 * dv) * vol_sn / MEV
assert abs(numeric / curved - 1) < 1e-6
beta_curved = (beta[0] + curved, beta[1] + curved, beta[2], 0.0)
shift_curved = tangent(alpha, beta_curved)[0] - xa

# Pressure acting on the structural volume change of tin in fcc.
pressure, dvol = 30e6, 0.001e-27     # Pa, m^3
work = pressure * dvol / MEV
shift_pressure = tangent((0.0, 20.0 + work, 60.0, 0.0), beta)[0] - xa

# Coherent biaxial strain energy, with the normal strain free to relax.
young, poisson = 35e9, 0.35
lame = poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = 1 / (2 * (1 + poisson))
relaxed = minimize_scalar(lambda ez: lame / 2 * (2 + ez)**2
                          + shear * (2 + ez**2)).fun
assert abs(relaxed * (1 - poisson) - 1) < 1e-7
misfit = np.log(vol_pb / vol_sn) / 3
coherent = (young / (1 - poisson) * misfit**2
            * (vol_pb + vol_sn) / 2 / MEV)

# Liquid: rough melting entropy times distance below the eutectic.
t_eutectic, melt_entropy = 456.0, 1.5   # K, units of Boltzmann constant
liquid_gap = melt_entropy * KB * (t_eutectic - T0)
diffusivity, distance = 1e-17, 1e-6     # m^2/s, m
hours = distance**2 / diffusivity / 3600

print(f"temperature {T0:.0f} K, kT = {KT:.3f} meV")
print(f"alpha: tin structure energy {alpha[1]:.0f}, w {alpha[2]:.0f} meV")
print(f"beta: lead structure energy {beta[0]:.0f}, w {beta[2]:.0f} meV")
print(f"overall tin fraction {x_total:.2f}")
print(f"minima, tin fraction: alpha {ma:.4f}, beta {mb:.4f}")
print(f"minimum energies: {ga_min:.4f}, {gb_min:.4f} meV/atom")
print(f"height difference {height:.4f} meV/atom")
print(f"same in J/mol: {height * MEV * const.N_A:.1f}")
print(f"tangent contacts, tin fraction: {xa:.4f}, {xb:.4f}")
print(f"energies at contacts: {ga:.4f}, {energy(xb, beta):.4f} meV/atom")
print(f"tangent slope {s:.4f} meV/atom")
print(f"direct minimization: {direct_minimum(alpha, beta, x_total).round(4)}")
print(f"hull contacts: {hull_x[widest]:.4f}, {hull_x[widest + 1]:.4f}")
print(f"mu lead in alpha, beta: {mu_alpha[0]:.4f}, {mu_beta[0]:.4f} meV")
print(f"mu tin in alpha, beta: {mu_alpha[1]:.4f}, {mu_beta[1]:.4f} meV")
print(f"gap integrated over slope {area:.4f} meV/atom")
print(f"curvatures at minima: {curvature(ma, alpha):.1f}, "
      f"{curvature(mb, beta):.1f} meV/atom")
print(f"estimated slope {s_est:.4f} meV/atom")
print(f"estimated contacts {xa_est:.4f}, {xb_est:.4f}")
print(f"estimate error ratio on halving height: {ratio.round(2)}")
print(f"fcc-tin zero: minima {ra:.4f}, {rb:.4f}")
print(f"beta fraction, true tangent {f_true:.4f}")
print(f"beta fraction, original minima {f_min:.4f}")
print(f"beta fraction, fcc-tin-zero minima {f_ref:.4f}")
print(f"equilibrium energy {g_true:.4f} meV/atom")
print(f"excess, original minima {g_min - g_true:.4f} meV/atom")
print(f"excess, fcc-tin-zero minima {g_ref - g_true:.4f} meV/atom")
print(f"symmetric curve (w = {symmetric[2]:.0f} meV): minima "
      f"{sym_min.round(4)}")
print(f"symmetric binodal {binodal.round(4)}")
print(f"tilt +5 meV: minima {tilt_min.round(4)}")
print(f"tilt +5 meV: binodal {tilt_binodal.round(4)}")
print(f"short-range order, z=12: alpha contact shift {shift_order:+.4f}")
print(f"alpha w raised 5 meV: alpha contact shift {shift_w:+.4f}")
print(f"contacts at 300 K: {xa_300:.4f}, {xb_300:.4f}")
print(f"interface {gamma:.1f} J/m2, radius {radius * 1e6:.0f} um")
print(f"curvature energy {curved:.4f} meV, shift {shift_curved:+.5f}")
print(f"pressure {pressure / 1e6:.0f} MPa, "
      f"volume change {dvol * 1e27:.3f} nm3")
print(f"pressure work {work:.4f} meV, shift {shift_pressure:+.5f}")
print(f"atomic volumes: lead {vol_pb * 1e27:.3f}, "
      f"tin {vol_sn * 1e27:.3f} nm3")
print(f"Young modulus {young / 1e9:.0f} GPa, Poisson ratio {poisson:.2f}")
print(f"coherent misfit {misfit * 100:.2f} %, energy {coherent:.2f} meV/atom")
print(f"eutectic {t_eutectic:.0f} K, melting entropy {melt_entropy:.1f} k_B")
print(f"liquid above solid mixture by about {liquid_gap:.2f} meV/atom")
print(f"diffusivity {diffusivity:.0e} m2/s, distance {distance * 1e6:.0f} um")
print(f"diffusion time about {hours:.0f} h")
print("success")
```

Running it gives:

```
temperature 400 K, kT = 34.469 meV
alpha: tin structure energy 20, w 60 meV
beta: lead structure energy 20, w 120 meV
overall tin fraction 0.70
minima, tin fraction: alpha 0.1363, beta 0.9807
minimum energies: -3.9360, -0.6277 meV/atom
height difference 3.3083 meV/atom
same in J/mol: 319.2
tangent contacts, tin fraction: 0.1624, 0.9830
energies at contacts: -3.8818, -0.6232 meV/atom
tangent slope 3.9712 meV/atom
direct minimization: [0.1624 0.983 ]
hull contacts: 0.1625, 0.9830
mu lead in alpha, beta: -4.5269, -4.5269 meV
mu tin in alpha, beta: -0.5557, -0.5557 meV
gap integrated over slope 3.3083 meV/atom
curvatures at minima: 172.8, 1579.2 meV/atom
estimated slope 3.9180 meV/atom
estimated contacts 0.1590, 0.9832
estimate error ratio on halving height: [4.04 3.98]
fcc-tin zero: minima 0.5000, 0.9898
beta fraction, true tangent 0.6551
beta fraction, original minima 0.6676
beta fraction, fcc-tin-zero minima 0.4084
equilibrium energy -1.7471 meV/atom
excess, original minima 0.0197 meV/atom
excess, fcc-tin-zero minima 2.1789 meV/atom
symmetric curve (w = 100 meV): minima [0.0807 0.9193]
symmetric binodal [0.0807 0.9193]
tilt +5 meV: minima [0.0647 0.8958]
tilt +5 meV: binodal [0.0807 0.9193]
short-range order, z=12: alpha contact shift +0.0149
alpha w raised 5 meV: alpha contact shift -0.0287
contacts at 300 K: 0.0588, 0.9956
interface 0.1 J/m2, radius 1 um
curvature energy 0.0337 meV, shift +0.00031
pressure 30 MPa, volume change 0.001 nm3
pressure work 0.1872 meV, shift -0.00167
atomic volumes: lead 0.030, tin 0.027 nm3
Young modulus 35 GPa, Poisson ratio 0.35
coherent misfit 3.51 %, energy 11.81 meV/atom
eutectic 456 K, melting entropy 1.5 k_B
liquid above solid mixture by about 7.24 meV/atom
diffusivity 1e-17 m2/s, distance 1 um
diffusion time about 28 h
success
```
